# Boundary trap density from a Levinson plot of polysilicon transistor data

## The problem

An n-channel polysilicon transistor has grains of length $L_g=100$ nm in a film of thickness $t=10$ nm. The gate oxide is 100 nm thick, with capacitance per area $C=34.53$ nF/cm². Channel width and length are $W=L=10$ µm, the temperature is $T=300$ K, and the drain voltage is $V_D=0.1$ V. The gate voltage $V_G$ is counted from the point where the gate begins to induce electrons, whether free or trapped. The relative permittivities are 11.7 for silicon and 3.9 for oxide.

The currents below are synthetic. They were computed by integrating Poisson's equation and the thermal flux numerically at each grain boundary, for one fixed trap density. Random noise of 3 % was then added and the currents were rounded. The last two columns follow from the first two; the logarithm is that of $I_D/V_G$ in nA/V.

| $V_G$ (V) | $I_D$ (nA) | $1/V_G$ (1/V) | $\ln(I_D/V_G)$ |
|---|---|---|---|
| 3.0 | 0.6376 | 0.33333 | −1.5487 |
| 3.5 | 3.320 | 0.28571 | −0.0528 |
| 4.0 | 11.38 | 0.25000 | 1.0456 |
| 4.5 | 29.92 | 0.22222 | 1.8944 |
| 5.0 | 67.41 | 0.20000 | 2.6014 |
| 5.5 | 128.7 | 0.18182 | 3.1527 |
| 6.0 | 232.6 | 0.16667 | 3.6576 |
| 6.5 | 390.8 | 0.15385 | 4.0964 |
| 7.0 | 561.5 | 0.14286 | 4.3847 |
| 7.5 | 806.8 | 0.13333 | 4.6782 |
| 8.0 | 1154 | 0.12500 | 4.9715 |

Find the density $N_t$ of filled traps per unit boundary area, and say how far the result depends on the model.

Levinson's model assumes that:

- the electrons fill a channel of fixed thickness $t$ uniformly;
- the gate charge acts as a uniform positive background;
- the trapped charge does not change with $V_G$;
- the grains are only partly depleted;
- the boundaries, crossed by thermionic emission, limit the current.

Below, $e>0$ is the elementary charge, $\varepsilon$ the permittivity of silicon, and $V_T=k_BT/e=25.85$ mV.

## A first estimate by scaling

The gate induces a charge $CV_G$ per unit area. Spread over the thickness $t$, it gives the electron density

$$n=\frac{CV_G}{et}.$$

Electrons trapped at a boundary are taken from the grains beside it, over a distance of order $N_t/n$. The field there is of order $eN_t/\varepsilon$. The barrier, in volts, is field times distance:

$$\phi\sim\frac{eN_t^2}{\varepsilon n}=\frac{e^2N_t^2t}{\varepsilon CV_G}.$$

If the current varies as $V_G\exp(-\phi/V_T)$, then $\ln(I_D/V_G)$ falls linearly with $1/V_G$, with a slope $-s$ of size

$$s\sim\frac{e^2N_t^2t}{\varepsilon CV_T},\qquad N_t\sim\left(\frac{\varepsilon CV_Ts}{e^2t}\right)^{1/2}.$$

The first and last rows of the table give

$$s\approx\frac{4.9715+1.5487}{0.33333-0.12500}\ \text{V}=31.3\ \text{V}.$$

For the numbers, write the bracket as $(\varepsilon/e)(C/e)V_Ts/t$, with $\varepsilon/e=6.466\times10^{6}$ V⁻¹cm⁻¹ and $C/e=2.155\times10^{11}$ V⁻¹cm⁻². Then

$$N_t\sim\left(\frac{6.466\times10^{6}\times2.155\times10^{11}\times0.02585\times31.3}{10^{-6}}\right)^{1/2}\text{cm}^{-2}\approx1.1\times10^{12}\ \text{cm}^{-2}.$$

Scaling cannot fix the numerical factor. That needs the shape of the barrier.

## The solution within the model

**Barrier height.** Place the boundary at $x=0$. It is negatively charged, with $N_t$ electrons per unit area, and is flanked by two depleted layers of width $w$. In these layers the background charge density $en$ is uncompensated. Neutrality of the whole region requires

$$2wn=N_t,\qquad w=\frac{N_t}{2n}.$$

Let $e\phi(x)$ be the rise of the electron's potential energy above its value inside the grain. Since $\phi$ is minus the electrostatic potential, Poisson's equation in the depleted layer reads $\phi''=en/\varepsilon$. At the edge $x=w$ both $\phi$ and $\phi'$ vanish. Integrating twice gives

$$\phi(x)=\frac{en}{2\varepsilon}(w-x)^2,\qquad 0\le x\le w.$$

The barrier is the value at $x=0$:

$$\phi_b=\frac{enw^2}{2\varepsilon}=\frac{eN_t^2}{8\varepsilon n}=\frac{e^2N_t^2t}{8\varepsilon CV_G}.$$

More gate voltage means more electrons, a thinner depleted layer and a lower barrier.

**Current over one boundary.** Let a voltage $v$ drop across the boundary while the trapped charge stays fixed. The layer widths $w_1$, on the side from which electrons flow, and $w_2$ then obey

$$w_1+w_2=\frac{N_t}{n},\qquad \frac{en}{2\varepsilon}(w_2^2-w_1^2)=v.$$

Dividing the second relation by the first gives $w_2-w_1=2\varepsilon v/(eN_t)$, so $w_1=N_t/(2n)-\varepsilon v/(eN_t)$. The barrier seen from side 1 is

$$\phi_1=\frac{en}{2\varepsilon}w_1^2=\phi_b-\frac v2+\frac{\varepsilon nv^2}{2eN_t^2}=\phi_b-\frac v2+\frac{v^2}{16\phi_b},$$

and from side 2 it is $\phi_2=\phi_1+v$. A Maxwellian gas of density $n$ and effective mass $m$ sends a flux $nv_{th}e^{-\phi/V_T}$ over a barrier $\phi$, where $v_{th}=(k_BT/2\pi m)^{1/2}$. The net current density is the difference of the two fluxes times $e$:

$$J=env_{th}\,e^{-\phi_b/V_T}\,e^{-v^2/(16\phi_bV_T)}\,2\sinh\frac{v}{2V_T}.$$

Here $L/L_g=100$ boundaries share 0.1 V, so $v=1$ mV and $v/(2V_T)\approx0.02$. The hyperbolic sine may be replaced by its argument and the middle exponential by one. The resulting formula differs from the numerically integrated, noise-free currents by less than one part in $10^4$. This is the linear regime:

$$J=env_{th}\frac{v}{V_T}e^{-\phi_b/V_T}.$$

**Current of the transistor.** With $v=V_DL_g/L$, $I_D=WtJ$ and $ent=CV_G$,

$$I_D=\frac WL\,\mu_0CV_GV_D\,e^{-s/V_G},\qquad \mu_0=\frac{L_gv_{th}}{V_T},\qquad s=\frac{\phi_bV_G}{V_T}=\frac{e^2N_t^2t}{8\varepsilon CV_T}.$$

Division by $V_G$ removes the growing number of carriers, and the logarithm gives a straight line:

$$\ln\frac{I_D}{V_G}=\ln\left(\frac WL\mu_0CV_D\right)-\frac{s}{V_G}.$$

Solving the expression for $s$ gives the trap density:

$$N_t=\left(\frac{8\varepsilon CV_Ts}{e^2t}\right)^{1/2}=\left(\frac{8\varepsilon k_BTCs}{e^3t}\right)^{1/2}.$$

**Fit.** Let $x=1/V_G$ and $y=\ln(I_D/V_G)$. The eleven rows have means $\bar x=0.19953$ and $\bar y=2.6255$, and the sums $\sum(x-\bar x)^2=0.04502$ and $\sum(x-\bar x)(y-\bar y)=-1.4066$. Their ratio is the least-squares slope, $-31.24$ V, with a standard error of 0.10 V from the scatter of the points. Hence

$$N_t=\left(\frac{8\times6.466\times10^{6}\times2.155\times10^{11}\times0.02585\times31.24}{10^{-6}}\right)^{1/2}\text{cm}^{-2}=3.00\times10^{12}\ \text{cm}^{-2}.$$

Because $N_t\propto s^{1/2}$, its relative error is half that of the slope:

$$\frac{\delta N_t}{N_t}=\frac{\delta s}{2s}=\frac{0.10}{2\times31.24}=0.16\ \%.$$

The density used to make the data was $3.000\times10^{12}$ cm⁻², so the fit recovers it within this error.

**Partial depletion.** The two depleted layers must fit into one grain, $2w<L_g$, which means

$$V_G>\frac{etN_t}{CL_g}=1.39\ \text{V}.$$

At 3 V the width $w$ is 23.2 nm and the barrier 0.269 eV; at 8 V they are 8.7 nm and 0.101 eV. All the data satisfy the condition. Below the limit the grain is depleted throughout and the traps cannot all be filled. The barrier is then found by putting $w=L_g/2$:

$$\phi_b=\frac{enL_g^2}{8\varepsilon}=\frac{CV_GL_g^2}{8\varepsilon t}.$$

It now rises with $V_G$ and no longer contains $N_t$. The current still depends on the trap density, through the occupation of the partly filled traps, but it does not follow the straight line above. Points from that range must therefore be left out of the fit.

## Comparison of estimate and solution

The estimate has the right dependence on every parameter and is too small by $\sqrt8\approx2.8$. The factor 8 in the barrier is a product of three halves. The trapped charge sends half its field to each side, each side supplies half the depleted width, and the field falls linearly to zero, so that its mean is half its peak. Scaling would suffice to compare two devices of equal $t$, $C$ and $T$, since the factor cancels in the ratio of their trap densities.

The division by $V_G$ also matters. Since $d(\ln V_G)/d(1/V_G)=-V_G$, a plot of $\ln I_D$ alone is steeper by a voltage typical of the data range. Fitted to the noise-free currents, it gives $3.22\times10^{12}$ cm⁻², which is 7 % too high.

## What the straight line conceals

The statistical error of 0.16 % describes the noise and not the model. It comes from the scatter of these eleven points, which happens to be only 0.02; noise of 3 % gives 0.23 % on average. To size the model's faults, each effect below was put separately into noise-free currents, with the same traps, and Levinson's line was fitted as before. The table gives the change of the recovered $N_t$ relative to the true one, and the rms scatter of the logarithm about the line. The noise put into the data has a standard deviation of 0.03 on this scale.

| Effect | Change of $N_t$ | Scatter |
|---|---|---|
| Overdrive falls along channel | +1.2 % | 0.006 |
| In-grain mobility 300 cm²/Vs | −0.9 % | 0.025 |
| Tunnelling | −0.4 % | 0.005 |
| $V_G$ read 0.2 V too high | +4.8 % | 0.023 |
| 330 K taken for 300 K | −4.7 % | 0.000 |
| Mobile electrons | +0.1 % | 0.002 |
| Mobile electrons and fringing | −24 % | 0.056 |
| Classical carrier thickness put into Levinson's barrier | +0.3 % | 0.061 |

**Effects that mostly move the intercept.** Some electrons remain in the depleted layer, so that $\phi''=(en/\varepsilon)(1-e^{-\phi/V_T})$. Multiply by $\phi'$ and integrate from the grain interior, where $\phi=\phi'=0$, to the boundary, where $|\phi'|=eN_t/(2\varepsilon)$. The barrier $\phi_m$ then obeys

$$\phi_m-V_T\left(1-e^{-\phi_m/V_T}\right)=\frac{eN_t^2}{8\varepsilon n}=\phi_b.$$

For $\phi_m\gg V_T$ the barrier is higher than Levinson's by nearly $V_T$ at every gate voltage. The current falls by a factor close to $e^{1}\approx2.7$, while the slope hardly changes.

Tunnelling acts in the opposite sense. A semiclassical (WKB) calculation for the parabolic barrier, with the light transverse mass of 0.19 electron masses, multiplies the current by 2.9 at 3 V and by 2.7 at 8 V. The two factors are nearly equal, so again the slope survives. WKB is rough near the cusp: the exact transmission through the same barrier gives 2.7 and 2.6, and a change of $N_t$ of −0.2 %. Either effect alone would falsify the $\mu_0$ read from the intercept by a factor of two to three, while the slope still gave a good $N_t$. For this light mass the two factors would largely cancel if they simply multiplied; electrons with a heavier mass tunnel less.

**Errors of scale and series resistance.** A wrong temperature leaves the line perfectly straight and multiplies $N_t$ by $(300/330)^{1/2}=0.953$. The plot cannot reveal it. The zero of $V_G$ matters too: if it were placed 1.39 V higher, where partial depletion begins, the same currents would give an $N_t$ 35 % too low. In-grain resistance bends the line at high $V_G$: there the mobility set by the boundaries, $\mu_0e^{-s/V_G}$ with $m$ equal to 0.26 electron masses, has risen to 41 cm²/Vs, no longer negligible beside 300.

**Fringing.** The model keeps the field of the trapped charge inside the film. In a 10 nm film much of it leaves through the oxide and the substrate. For a potential varying along the channel with wavenumber $q$, treat the film as a thin sheet, the gate as a conductor behind oxide of thickness $t_{ox}$, and the substrate as thick oxide. Solving Laplace's equation on both sides gives the sheet charge needed per unit potential:

$$K(q)=\varepsilon tq^2+\varepsilon_{ox}q\,[\coth(qt_{ox})+1].$$

The first term is Levinson's; the second is the fringing. With $q\approx1/w$ and $\coth\approx1$, their ratio is about $2\varepsilon_{ox}w/(\varepsilon t)$, or 1.5 at 3 V and 0.6 at 8 V. Fringing thus weakens the barrier more at low gate voltage, which flattens the line.

The table entry comes from solving the sheet equation with mobile electrons by Newton's method, on 400 points per grain, with the mean charge held at $CV_G$. Going from 200 to 400 points moves the recovered $N_t$ by 0.001 %. The result is $2.28\times10^{12}$ instead of $3.00\times10^{12}$ cm⁻². At 8 V the width $w$ is slightly smaller than $t$, so the thin-sheet treatment is rough there and the shift is an estimate. A two-dimensional classical Poisson–Boltzmann solution of the film, which also lets the electrons crowd towards the oxide, gives −20 % with a scatter of 0.08.

**Channel thickness.** The gate pulls the electrons towards the oxide. A useful measure of the thickness they occupy is $(\int n\,dz)^2/\int n^2dz$, taken across the film. With the classical Poisson–Boltzmann profile it falls from 8.1 nm at 3 V to 4.9 nm at 8 V. Putting this thickness into Levinson's barrier is a crude device: it charges only the traps within that thickness and confines their field to it. It lowers the barriers to 0.218 and 0.049 eV. Their difference, 0.169 eV, nearly equals the original 0.168 eV, which is why the fitted $N_t$ barely moves. The agreement is a cancellation for these numbers, and the larger scatter shows that the line has become curved. It does not survive quantum confinement, which keeps the electrons away from the oxide surface. A self-consistent Schrödinger–Poisson profile for a (100) film with hard walls gives a thickness of 7.8 nm at 3 V and 6.9 nm at 8 V, and the same substitution then makes the fitted $N_t$ 9 % too low. Neither number sizes the effect in a film whose traps are filled across its whole thickness. There a two-dimensional classical solution without fringing lowers the barrier, relative to the uniform sheet, by only about 0.001 eV at 3 V and 0.011 eV at 8 V, and the fitted $N_t$ is 2.7 % too high, with a scatter of 0.036.

An analyst who chose a fixed $t=4.9$ nm for the original data would find an $N_t$ larger by $(10/4.9)^{1/2}\approx1.4$. The slope determines the product $N_t^2t$, and the thickness must come from elsewhere.

## The model beside real devices

The parameters are round values in the rough range of polysilicon thin-film transistors, where trap densities of order $10^{12}$ cm⁻² are reasonable. The film is thin: several tens of nanometres is more typical of display transistors. A thicker film would not cure the fringing. As long as the grains are only partly depleted, the width $w=etN_t/(2CV_G)$ grows in proportion to $t$ at given $N_t$, $C$ and $V_G$, so the ratio $2\varepsilon_{ox}w/(\varepsilon t)$ stays the same while $w\ll t_{ox}$ and grows somewhat beyond. The barrier also grows in proportion to $t$, to 0.50 eV at 8 V for $t=50$ nm, so traps of this density could no longer be taken as full. The grains would have to be longer too: with $L_g=100$ nm and $t=50$ nm, partial depletion would begin only at 7.0 V. The electrons would also fill a thicker film less uniformly.

Degeneracy and oxide breakdown are mild limits here. The mean electron density at 8 V is 6 % of the effective density of states of the conduction band. At the oxide, in the classical profile used above, it reaches about a third, so degeneracy is weak on average and modest there. The oxide field is 0.8 MV/cm, far below the roughly 10 MV/cm at which good oxide breaks down.

Constant trap filling is a stronger assumption. Traps 0.56 eV below the band edge are full at 3 V to within 0.2 %, by Fermi statistics at the boundary. Shallower traps would go on filling as $V_G$ rises; that effect is not sized here. The model also takes all boundaries as equal. If $N_t$ varied among the boundaries in series with a Gaussian spread of 10 %, the line would give a value typically 14 % above the mean for a chain of 100 boundaries, with most devices between 10 and 21 %, and 17 % for a very long chain. Of the effects in the table, fringing shifts the result most. For this device the slope therefore supports a trap density near $3\times10^{12}$ cm⁻² within Levinson's model, with a model error of tens of per cent rather than the 0.16 % of the fit.
